# Standing-Wave Period in a Photoresist Film at Normal Incidence: a numerical check

```python
"""
Result under test: at normal incidence the squared field |E|^2 in a resist film
on a reflecting substrate repeats with height at the period
    p = wavelength / (2 * n_resist).
Symbols: wavelength = vacuum wavelength (nm); n_resist = real resist index;
height = distance above the substrate (nm); r = amplitude reflection
coefficient of the substrate seen from the resist; time factor exp(-i omega t).
The independent road is numerical integration of the Helmholtz equation
    E'' + (2 pi N / wavelength)^2 E = 0,
started at the substrate, where only a downward wave exists below the film.
"""
import numpy as np
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

wavelength = 193.0
n_resist = 1.70
thickness = 200.0
other_thickness = 230.0
n_substrate = 1.0 + 2.5j
n_other_substrate = 2.5 + 0.5j
extinction = 0.02


def integrate_field(index_film, index_below, top):
    """Field and its slope against height, with E = 1 at the substrate."""
    k_film = 2 * np.pi * index_film / wavelength
    k_below = 2 * np.pi * index_below / wavelength
    start = np.array([1.0, -1j * k_below], dtype=complex)
    solution = solve_ivp(lambda h, y: np.array([y[1], -k_film**2 * y[0]]),
                         (0.0, top), start, method="DOP853",
                         rtol=1e-11, atol=1e-13, max_step=2.0,
                         dense_output=True)
    assert solution.success
    return solution.sol


def find_extrema(field, top):
    """Heights of maxima and minima of |E|^2 from zeros of its slope."""
    def slope(h):
        value, derivative = field(h)
        return float(2 * (np.conj(value) * derivative).real)
    grid = np.linspace(0.0, top, 401)
    slopes = [slope(h) for h in grid]
    maxima, minima = [], []
    for i in range(len(grid) - 1):
        if slopes[i] * slopes[i + 1] < 0:
            root = brentq(slope, grid[i], grid[i + 1], xtol=1e-11)
            (maxima if slopes[i] > 0 else minima).append(root)
    return np.array(maxima), np.array(minima)


def sum_bounces(heights, film_thickness, r_bottom, bounces=60):
    """Field for unit incident amplitude in air, added bounce by bounce."""
    k = 2 * np.pi * n_resist / wavelength
    r_top_inside = (n_resist - 1) / (n_resist + 1)
    down_at_top = 2 / (1 + n_resist)
    total = np.zeros(len(heights), dtype=complex)
    for _ in range(bounces):
        total += down_at_top * np.exp(1j * k * (film_thickness - heights))
        up_at_bottom = down_at_top * np.exp(1j * k * film_thickness) * r_bottom
        total += up_at_bottom * np.exp(1j * k * heights)
        down_at_top = up_at_bottom * np.exp(1j * k * film_thickness) * r_top_inside
    return total


# Derived formulas
wavelength_in_resist = wavelength / n_resist
period = wavelength / (2 * n_resist)
k_resist = 2 * np.pi * n_resist / wavelength
r = (n_resist - n_substrate) / (n_resist + n_substrate)
contrast = 2 * abs(r) / (1 + abs(r)**2)

# Spacing of extrema from the wave equation against the period formula
field = integrate_field(n_resist, n_substrate, other_thickness)
maxima, minima = find_extrema(field, thickness)
assert len(maxima) >= 3 and len(minima) >= 3
assert np.allclose(np.diff(maxima), period, rtol=0, atol=1e-5)
assert np.allclose(np.diff(minima), period, rtol=0, atol=1e-5)
assert abs(abs(minima[0] - maxima[0]) - period / 2) < 1e-5

# Whole profile and contrast against the two-wave formula
heights = np.linspace(0.0, thickness, 801)
numerical = abs(field(heights)[0])**2
two_wave = 1 + abs(r)**2 + 2 * abs(r) * np.cos(2 * k_resist * heights + np.angle(r))
assert np.allclose(numerical * abs(1 + r)**2, two_wave, rtol=0, atol=1e-7)
highest = abs(field(maxima[0])[0])**2
lowest = abs(field(minima[0])[0])**2
numerical_contrast = (highest - lowest) / (highest + lowest)
assert abs(numerical_contrast - contrast) < 1e-7

# Another substrate moves the pattern but keeps the period
other_field = integrate_field(n_resist, n_other_substrate, thickness)
other_maxima, other_minima = find_extrema(other_field, thickness)
assert len(other_maxima) >= 3
assert np.allclose(np.diff(other_maxima), period, rtol=0, atol=1e-5)
assert np.min(abs(other_maxima - maxima[0])) > 1.0

# Without substrate reflection there is no standing wave
matched = abs(integrate_field(n_resist, n_resist, thickness)(heights)[0])**2
assert np.ptp(matched) < 1e-7

# Reflections at the top surface change only the common scale
peak_intensity = {}
for film in (thickness, other_thickness):
    inside = np.linspace(0.0, film, 801)
    bounced = abs(sum_bounces(inside, film, r))**2
    ratio = bounced / abs(field(inside)[0])**2
    assert np.ptp(ratio) / np.mean(ratio) < 1e-6
    peak_intensity[film] = np.mean(ratio) * highest
assert abs(peak_intensity[thickness] / peak_intensity[other_thickness] - 1) > 0.1

# Weak absorption: spacings stay close to the lossless period
lossy_field = integrate_field(n_resist + 1j * extinction, n_substrate, thickness)
lossy_maxima, lossy_minima = find_extrema(lossy_field, thickness)
lossy_spacings = np.concatenate([np.diff(lossy_maxima), np.diff(lossy_minima)])
largest_change = np.max(abs(lossy_spacings - period))
assert len(lossy_spacings) >= 4
assert largest_change < 0.1


def listing(values, digits=2):
    return ", ".join(f"{v:.{digits}f}" for v in values)


print(f"vacuum wavelength: {wavelength:.0f} nm")
print(f"resist refractive index: {n_resist:.2f}")
print(f"film thickness: {thickness:.0f} nm")
print(f"model substrate index: {n_substrate.real:.1f} + {n_substrate.imag:.1f}i")
print(f"wavelength in resist: {wavelength_in_resist:.2f} nm")
print(f"standing-wave period, formula: {period:.2f} nm")
print(f"standing-wave period, rounded: {period:.1f} nm")
print(f"maximum-to-minimum distance: {period / 2:.2f} nm")
print(f"periods in the film: {thickness / period:.2f}")
print(f"half wavelength in air (slip: index omitted): {wavelength / 2:.1f} nm")
print(f"reflection coefficient r: {r.real:.4f} {r.imag:+.4f}i")
print(f"magnitude of r: {abs(r):.4f}")
print(f"phase of r: {np.angle(r):.4f} rad")
print(f"contrast, formula: {contrast:.4f}")
print(f"contrast, wave equation: {numerical_contrast:.4f}")
print(f"heights of maxima, wave equation: {listing(maxima)} nm")
print(f"heights of minima, wave equation: {listing(minima)} nm")
print(f"spacings of maxima, wave equation: {listing(np.diff(maxima), 3)} nm")
print(f"spacings of minima, wave equation: {listing(np.diff(minima), 3)} nm")
print(f"second substrate index: {n_other_substrate.real:.1f} + {n_other_substrate.imag:.1f}i")
print(f"second substrate, heights of maxima: {listing(other_maxima)} nm")
print(f"second substrate, spacings of maxima: {listing(np.diff(other_maxima), 3)} nm")
for film, peak in peak_intensity.items():
    print(f"peak |E|^2 / incident |E|^2, film of {film:.0f} nm: {peak:.3f}")
print(f"extinction coefficient in absorption check: {extinction:.2f}")
print(f"spacings of maxima with absorption: {listing(np.diff(lossy_maxima), 3)} nm")
print(f"spacings of minima with absorption: {listing(np.diff(lossy_minima), 3)} nm")
print(f"largest change of a spacing by absorption: {largest_change:.3f} nm")
print("done: every assertion held")
```

Output:

```
vacuum wavelength: 193 nm
resist refractive index: 1.70
film thickness: 200 nm
model substrate index: 1.0 + 2.5i
wavelength in resist: 113.53 nm
standing-wave period, formula: 56.76 nm
standing-wave period, rounded: 56.8 nm
maximum-to-minimum distance: 28.38 nm
periods in the film: 3.52
half wavelength in air (slip: index omitted): 96.5 nm
reflection coefficient r: -0.3220 -0.6278i
magnitude of r: 0.7055
phase of r: -2.0447 rad
contrast, formula: 0.9421
contrast, wave equation: 0.9421
heights of maxima, wave equation: 18.47, 75.24, 132.00, 188.77 nm
heights of minima, wave equation: 46.86, 103.62, 160.38 nm
spacings of maxima, wave equation: 56.765, 56.765, 56.765 nm
spacings of minima, wave equation: 56.765, 56.765 nm
second substrate index: 2.5 + 0.5i
second substrate, heights of maxima: 24.41, 81.17, 137.94, 194.70 nm
second substrate, spacings of maxima: 56.765, 56.765, 56.765 nm
peak |E|^2 / incident |E|^2, film of 200 nm: 1.743
peak |E|^2 / incident |E|^2, film of 230 nm: 1.468
extinction coefficient in absorption check: 0.02
spacings of maxima with absorption: 56.773, 56.774, 56.774 nm
spacings of minima with absorption: 56.756, 56.756 nm
largest change of a spacing by absorption: 0.009 nm
done: every assertion held
```
